# Potential drop across a thin interlayer on heavily doped silicon: a program that tests the result

```python
"""
Result under test: potential drop across a charge-free interlayer between a
metal and depleted n-type silicon,
    drop = (d / eps_i) * sqrt(2 N eps_s psi / e0),
and its correction for degenerate electrons, psi -> psi - delta.
Symbols: N donor density (nm^-3), psi silicon band bending (eV), d interlayer
thickness (nm), eps_i and eps_s relative permittivities, e0 vacuum permittivity
in elementary charges per (V nm), delta electron pressure difference / N (eV).
The function u is the rise of electron energy above the neutral bulk (eV).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma

q = const.e
e0 = const.epsilon_0 / q * 1e-9
N = 1e20 * 1e-21
psi, d, eps_i, eps_s = 0.5, 1.0, 10.0, 11.7
mass_long, mass_trans, valleys = 0.92, 0.19, 6     # rough silicon values
gap = 1.12                                         # rough silicon gap, eV
offset, mass_layer, strength = 3.0, 0.3, 8.0       # rough, alumina-like
sheet = 1e13 * 1e-14                               # trial sheet, nm^-2
h = 0.01                                           # solver spacing, nm

# ---------- derived formulas ----------
W = np.sqrt(2 * eps_s * e0 * psi / N)
field_si = 2 * psi / W
field_layer = eps_s * field_si / eps_i


def drop_formula(bending):
    return d / eps_i * np.sqrt(2 * N * eps_s * bending / e0)


drop = drop_formula(psi)
sheet_shift = sheet * d / (eps_i * e0)


# ---------- finite-volume solver for the two layers ----------
def layered_operator(length, k=0.0):
    """Interior matrix of -(eps u')' + eps k^2 u, integrated over cells."""
    cells = int(round((d + length) / h))
    x = -d + h * np.arange(cells + 1)
    face = np.where(x[:-1] + h / 2 < 0, eps_i, eps_s)
    inner = x[1:-1]
    silicon = np.clip(inner + h / 2, 0, h)
    bands = np.zeros((3, cells - 1))
    bands[1] = (face[:-1] + face[1:]) / h
    bands[1] += k**2 * (eps_s * silicon + eps_i * (h - silicon))
    bands[0, 1:] = -face[1:-1] / h
    bands[2, :-1] = -face[1:-1] / h
    return inner, silicon, bands


interface = int(round(d / h)) - 1


def solve_abrupt(total_rise, extra_sheet=0.0):
    x, _, bands = layered_operator(6.0)
    charge = N * (np.clip(x + h / 2, 0, W) - np.clip(x - h / 2, 0, W))
    charge[interface] += extra_sheet
    rhs = -charge / e0
    rhs[0] += eps_i / h * total_rise
    return x, solve_banded((1, 1), bands, rhs)


x_abrupt, u_abrupt = solve_abrupt(psi + drop)
assert abs(u_abrupt[interface] - psi) < 1e-4
assert np.max(np.abs(u_abrupt[x_abrupt > W + h])) < 1e-4
inside = (x_abrupt >= 0) & (x_abrupt <= W)
parabola = psi * (1 - x_abrupt[inside] / W)**2
assert np.max(np.abs(u_abrupt[inside] - parabola)) < 1e-4
x_sheet, u_sheet = solve_abrupt(psi + drop + sheet_shift, sheet)
assert abs(u_sheet[interface] - psi) < 1e-4
assert np.max(np.abs(u_sheet[x_sheet > W + h])) < 1e-4


# ---------- degenerate electrons ----------
def fermi_integral(order, eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda t: 2 * t**(2 * order + 1) * expit(eta - t * t),
                 0, top, limit=200)[0]
    return value / gamma(order + 1)


def electron_gas(temperature):
    """Thermal energy, band density, reduced Fermi level, delta, drop."""
    kT = const.k * temperature / q
    mass = (mass_long * mass_trans**2)**(1 / 3) * const.m_e
    thermal = 2 * np.pi * mass * const.k * temperature / const.h**2
    Nc = 2 * valleys * thermal**1.5 * 1e-27
    eta = brentq(lambda s: Nc * fermi_integral(0.5, s) - N, -10, 15)
    pressure_bulk = kT * Nc * fermi_integral(1.5, eta)
    pressure_surface = kT * Nc * fermi_integral(1.5, eta - psi / kT)
    delta = (pressure_bulk - pressure_surface) / N
    return kT, Nc, eta, delta, drop_formula(psi - delta)


kT, Nc, eta_bulk, delta, drop_deg = electron_gas(300.0)
delta_hot, drop_hot = electron_gas(400.0)[3:]
fermi_above_edge = eta_bulk * kT


def solve_degenerate(temperature):
    """Self-consistent interface bending for the predicted total rise."""
    kT_, Nc_, eta_, _, predicted = electron_gas(temperature)
    eta_grid = np.arange(-35.0, 15.05, 0.1)
    table = CubicSpline(eta_grid, [fermi_integral(0.5, s) for s in eta_grid])
    slope = table.derivative()
    x, silicon, bands = layered_operator(12.0)
    u = np.where(x < 0, psi - predicted * x / d,
                 psi * np.clip(1 - x / W, 0, None)**2)
    boundary = np.zeros_like(u)
    boundary[0] = eps_i / h * (psi + predicted)
    for _ in range(100):
        level = np.clip(eta_ - u / kT_, -35.0, 15.0)
        product = bands[1] * u
        product[:-1] += bands[0, 1:] * u[1:]
        product[1:] += bands[2, :-1] * u[:-1]
        residual = product - boundary
        residual += silicon * (N - Nc_ * table(level)) / e0
        jacobian = bands.copy()
        jacobian[1] += silicon * Nc_ * slope(level) / (kT_ * e0)
        step = solve_banded((1, 1), jacobian, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-9:
            break
    assert np.max(np.abs(step)) < 1e-9
    return u[interface]


bending_cold = solve_degenerate(300.0)
bending_hot = solve_degenerate(400.0)
assert abs(bending_cold - psi) < 3e-4
assert abs(bending_hot - psi) < 3e-4


# ---------- discrete donors: spread of the interface potential ----------
def response(k, depth, edge):
    """Interface potential, Fourier component k, of one charge at depth."""
    screen = np.exp(-k * depth) * np.expm1(-2 * k * (edge - depth))
    screen = screen / np.expm1(-2 * k * edge)
    stiffness = eps_i / np.tanh(k * d) + eps_s / np.tanh(k * edge)
    return screen / (e0 * k * stiffness)


test_k, test_depth, test_edge = 1.3, 0.8, 2.5
x_green, _, green_bands = layered_operator(test_edge, test_k)
source = np.zeros_like(x_green)
source[np.argmin(np.abs(x_green - test_depth))] = 1 / e0
green = solve_banded((1, 1), green_bands, source)[interface]
assert abs(green / response(test_k, test_depth, test_edge) - 1) < 1e-3


def donor_spread(k_max):
    """Standard deviation for independent random donors in 0 < depth < W."""
    def integrand(k):
        depth_part = 1 / (2 * k * np.tanh(k * W))
        depth_part -= W / 2 * (1 / np.sinh(k * W))**2
        stiffness = eps_i / np.tanh(k * d) + eps_s / np.tanh(k * W)
        return k / (2 * np.pi) * depth_part / (e0 * k * stiffness)**2
    points = [1e-3, min(8.0, k_max), k_max]
    total = sum(quad(integrand, a, b, limit=300)[0]
                for a, b in zip(points[:-1], points[1:]) if b > a)
    return np.sqrt(N * total)


rng = np.random.default_rng(7)
box, trials, k_cut = 10.0, 4000, 7.5
counts = rng.poisson(N * box**2 * W, trials)
owner = np.repeat(np.arange(trials), counts)
donors = rng.random((counts.sum(), 3)) * np.array([box, box, W])
index = np.arange(13)
mx, my = [a.ravel() for a in np.meshgrid(index, index)]
kx, ky = 2 * np.pi * mx / box, 2 * np.pi * my / box
keep = np.hypot(kx, ky) <= k_cut
mx, my, kx, ky = mx[keep], my[keep], kx[keep], ky[keep]
weight = np.where(mx == 0, 1, 2) * np.where(my == 0, 1, 2) / box**2
k_abs = np.maximum(np.hypot(kx, ky), 1e-4)
parts = []
for start in range(0, len(donors), 10000):
    px, py, pz = donors[start:start + 10000].T[:, :, None]
    wave = np.cos(kx * px) * np.cos(ky * py)
    parts.append((weight * wave * response(k_abs, pz, W)).sum(axis=1))
samples = np.bincount(owner, weights=np.concatenate(parts), minlength=trials)
spread_sampled, spread_cut = samples.std(), donor_spread(k_cut)
# tolerance: sampling error of a standard deviation from 4000 trials
assert abs(spread_sampled / spread_cut - 1) < 0.06
spread = donor_spread(200.0)
assert abs(donor_spread(100.0) / spread - 1) < 0.01


# ---------- tunnelling through the interlayer at the Fermi level ----------
barrier_si = offset + psi - fermi_above_edge
barrier_metal = barrier_si + drop


def decay_rate(s):
    barrier = barrier_si + drop * s / d
    return np.sqrt(2 * mass_layer * const.m_e * barrier * q) / const.hbar * 1e-9


wkb = 2 * quad(decay_rate, 0, d)[0]
wave = solve_ivp(lambda s, y: [y[1], decay_rate(s)**2 * y[0]], (0, d),
                 [1.0, decay_rate(0.0)], rtol=1e-9, atol=1e-10)
exponent_wave = 2 * np.log(wave.y[0, -1])
# tolerance: WKB omits the slowly varying amplitude factor here
assert abs(exponent_wave - wkb) < 0.2

valence_distance = gap - psi + fermi_above_edge

# ---------- printed results ----------
print(f"donor density N = {N * 1e21:.1e} cm^-3")
print(f"silicon band bending = {psi:.2f} eV")
print(f"interlayer thickness = {d:.1f} nm")
print(f"relative permittivity: interlayer {eps_i:.1f}, silicon {eps_s:.1f}")
print(f"vacuum permittivity = {e0:.5f} e/(V nm)")
print(f"depletion width W = {W:.3f} nm")
print(f"depletion sheet density N W = {N * W * 1e14:.3e} cm^-2")
print(f"depletion sheet charge = {N * W * q * 1e20:.3f} uC/cm^2")
print(f"silicon surface field = {field_si * 10:.3f} MV/cm")
print(f"interlayer field = {field_layer * 10:.3f} MV/cm")
print(f"INTERLAYER DROP, abrupt depletion = {drop:.4f} V")
print(f"total rise, bulk silicon to metal = {psi + drop:.4f} eV")
print(f"solver bending, abrupt case = {u_abrupt[interface]:.5f} eV")
print(f"trial interface sheet = {sheet * 1e14:.1e} cm^-2")
print(f"drop added by that positive sheet = {sheet_shift:.4f} V")
print("--- degenerate electrons ---")
print(f"silicon masses: {mass_long}, {mass_trans} m_e; valleys {valleys}")
print(f"thermal energy at 300 K = {kT * 1000:.2f} meV")
print(f"effective band density at 300 K = {Nc * 1e21:.3e} cm^-3")
print(f"bulk Fermi level above band edge = {fermi_above_edge * 1000:.1f} meV")
print(f"pressure correction delta, 300 K = {delta * 1000:.1f} meV")
print(f"corrected drop, 300 K = {drop_deg:.4f} V")
print(f"relative change of drop = {(drop_deg / drop - 1) * 100:.2f} %")
print(f"solver bending, degenerate 300 K = {bending_cold:.5f} eV")
print(f"pressure correction delta, 400 K = {delta_hot * 1000:.1f} meV")
print(f"corrected drop, 400 K = {drop_hot:.4f} V")
print(f"solver bending, degenerate 400 K = {bending_hot:.5f} eV")
print("--- other neglected effects ---")
print(f"mean donor spacing N^(-1/3) = {N**(-1 / 3):.3f} nm")
print(f"local spread of drop, random donors = {spread:.4f} V")
print(f"spread / abrupt drop = {spread / drop * 100:.1f} %")
print(f"spread with cutoff: formula {spread_cut:.4f} V")
print(f"spread with cutoff: sampled {spread_sampled:.4f} V")
print(f"rough interlayer offset = {offset:.1f} eV")
print(f"rough interlayer tunnelling mass = {mass_layer:.1f} m_e")
print(f"barrier at silicon side = {barrier_si:.3f} eV")
print(f"barrier at metal side = {barrier_metal:.3f} eV")
print(f"WKB exponent of interlayer = {wkb:.2f}")
print(f"exponent from wave equation = {exponent_wave:.2f}")
print(f"tunnelling factor exp(-WKB exponent) = {np.exp(-wkb):.1e}")
print(f"rough breakdown strength = {strength:.1f} MV/cm")
print(f"interlayer field / strength = {field_layer * 10 / strength:.2f}")
print(f"rough silicon gap = {gap:.2f} eV")
print(f"Fermi level above surface valence edge = {valence_distance:.3f} eV")
print("all assertions hold")
```

Output:

```
donor density N = 1.0e+20 cm^-3
silicon band bending = 0.50 eV
interlayer thickness = 1.0 nm
relative permittivity: interlayer 10.0, silicon 11.7
vacuum permittivity = 0.05526 e/(V nm)
depletion width W = 2.543 nm
depletion sheet density N W = 2.543e+13 cm^-2
depletion sheet charge = 4.074 uC/cm^2
silicon surface field = 3.933 MV/cm
interlayer field = 4.601 MV/cm
INTERLAYER DROP, abrupt depletion = 0.4601 V
total rise, bulk silicon to metal = 0.9601 eV
solver bending, abrupt case = 0.50000 eV
trial interface sheet = 1.0e+13 cm^-2
drop added by that positive sheet = 0.1810 V
--- degenerate electrons ---
silicon masses: 0.92, 0.19 m_e; valleys 6
thermal energy at 300 K = 25.85 meV
effective band density at 300 K = 2.744e+19 cm^-3
bulk Fermi level above band edge = 65.2 meV
pressure correction delta, 300 K = 41.5 meV
corrected drop, 300 K = 0.4406 V
relative change of drop = -4.24 %
solver bending, degenerate 300 K = 0.50000 eV
pressure correction delta, 400 K = 48.3 meV
corrected drop, 400 K = 0.4373 V
solver bending, degenerate 400 K = 0.50000 eV
--- other neglected effects ---
mean donor spacing N^(-1/3) = 2.154 nm
local spread of drop, random donors = 0.0978 V
spread / abrupt drop = 21.3 %
spread with cutoff: formula 0.0941 V
spread with cutoff: sampled 0.0906 V
rough interlayer offset = 3.0 eV
rough interlayer tunnelling mass = 0.3 m_e
barrier at silicon side = 3.435 eV
barrier at metal side = 3.895 eV
WKB exponent of interlayer = 10.74
exponent from wave equation = 10.68
tunnelling factor exp(-WKB exponent) = 2.2e-05
rough breakdown strength = 8.0 MV/cm
interlayer field / strength = 0.58
rough silicon gap = 1.12 eV
Fermi level above surface valence edge = 0.685 eV
all assertions hold
```
